# Why the Hall sign need not reveal the carrier sign in hopping

A negative Hall voltage is measured on an amorphous film, and the film is declared n-type. If its carriers hop around three-site loops, that conclusion may be wrong: holes can produce the same negative voltage. The density inferred from the voltage can fail as well. In the example below it is too small by a factor of about 350.

The belief has a sound origin. A free carrier of charge $q$, mass $m$ and relaxation time $\tau$ obeys $m\mathbf v/\tau=q(\mathbf E+\mathbf v\times\mathbf B)$. To first order in $B$,

$$\mathbf v=\mu\,(\mathbf E+\mu\,\mathbf E\times\mathbf B),\qquad \mu=q\tau/m .$$

The sideways term, relative to the forward one, has the sign of $q$. To compare with hopping, define a signed Hall mobility by $\mathbf v=\mu_d(\mathbf E+\mu_H\mathbf E\times\mathbf B)$. The Hall coefficient is $R_H=\mu_H/\sigma$, with conductivity $\sigma>0$, so it has the sign of $\mu_H$. But a hopping carrier has no orbit between collisions for the Lorentz force to bend. The field acts through interference, and interference depends on the signs of amplitudes.

## The loop and its phase

Let one carrier move among localized states with transfer terms

$$\langle a|H|b\rangle=J_{ab}\exp\!\Big[\frac{iq}{\hbar}\int_b^a\mathbf A\cdot d\mathbf l\Big],$$

where $J_{ab}$ is real. Reversing the sign of one orbital reverses two of the three integrals in a triangle. Individual signs are therefore conventions, while the sign of $J_{12}J_{23}J_{31}$ is physical.

For a hop $i\to j$ with third site $k$, the direct amplitude interferes with the path through $k$. The golden rule contains

$$\left|H_{ji}+\frac{H_{jk}H_{ki}}{E-E_k+i0}\right|^2 .$$

Put $\Pi=H_{ij}H_{jk}H_{ki}$ and use $1/(x+i0)=\mathcal P(1/x)-i\pi\delta(x)$. The cross term is

$$2\,\mathrm{Re}\,\Pi\;\mathcal P\frac1{E-E_k}+2\pi\,\mathrm{Im}\,\Pi\;\delta(E-E_k).$$

The first part is even in $B$ and corrects the ordinary rate. The second is odd, and it needs all three sites to be level. Averaging over the thermal site energies, denoted $\langle\cdot\rangle$, gives

$$w_2=\frac{2\pi}{\hbar}J^2P_0,\qquad w_3=\frac{4\pi^2}{\hbar}\,\mathrm{Im}\,\Pi\;C_0,$$

with $P_0=\langle\delta(E_i-E_j)\rangle$ and $C_0=\langle\delta(E_i-E_j)\delta(E_i-E_k)\rangle$.

Let $B$ point along $+z$ and let $k$ lie to the left of $i\to j$. The phases in $\Pi$ follow the path $i\to k\to j\to i$, which is clockwise. Hence

$$\mathrm{Im}\,\Pi=-J_{ij}J_{jk}J_{ki}\sin\Phi,\qquad \Phi=qBA/\hbar,$$

where $A$ is the triangle's area. With $k$ on the right the sign is opposite.

## How often the sites are level

Take small polarons: each site has its own slow classical bath, and a carrier lowers its energy by $E_b$ when the bath relaxes around it. For bath energy $\kappa x^2/2$ and carrier energy $-gx$, $E_b=g^2/2\kappa$. At an occupied site the carrier energy has mean $-g^2/\kappa=-2E_b$; at an empty site the mean is zero. Both have variance $s^2=g^2kT/\kappa=2E_bkT$.

The difference $E_j-E_i$ has mean $2E_b$ and variance $2s^2=4E_bkT$. Its density at zero is

$$P_0=\frac{e^{-E_b/2kT}}{\sqrt{8\pi E_bkT}} .$$

For three level sites, multiply three Gaussians and integrate over the common energy $E$. Since

$$(E+2E_b)^2+2E^2=3\left(E+\tfrac23E_b\right)^2+\tfrac83E_b^2,$$

the integral is

$$C_0=\frac{1}{(2\pi s^2)^{3/2}}\sqrt{\frac{2\pi s^2}{3}}\;e^{-8E_b^2/6s^2}
=\frac{e^{-2E_b/3kT}}{4\sqrt3\,\pi E_bkT}.$$

The odd rate was tested against Schrödinger dynamics of three levels, averaged over these site energies, with $E_b=1$, $kT=0.5$, $|J|=0.001$, $\hbar=1$ and $|\Phi|=\pi/2$. For all eight sign patterns of the three integrals, the ratio of dynamics to formula was 0.9996, including the sign.

## From a triangle to a Hall mobility

Consider a triangular lattice of spacing $a$ with equal $J$. At zero electric field the odd contributions from the left and right triangles of each bond cancel. An electric field upsets the cancellation.

Let the sites have static energies $\varepsilon_i,\varepsilon_j,\varepsilon_k$. The Gaussian for an occupied site equals that for an empty one times $\exp[-(E-\varepsilon_i+E_b)/kT]$. Consequently $e^{-\varepsilon_i/kT}C$ is symmetric in the three energies. Raising all three by $c$ leaves $C$ unchanged and multiplies this symmetric quantity by $e^{-c/kT}$. To first order it must therefore be proportional to $1-(\varepsilon_i+\varepsilon_j+\varepsilon_k)/3kT$, so

$$C=C_0\left[1-\frac{\Delta_j+\Delta_k}{3kT}\right],\qquad \Delta_j=\varepsilon_j-\varepsilon_i,\quad \Delta_k=\varepsilon_k-\varepsilon_i.$$

The same argument for two sites gives $P=P_0(1-\Delta_j/2kT)$.

In the field, $\Delta_j=-q\mathbf E\cdot\mathbf R_j$, where $\mathbf R_j$ is the vector from the initial site. The six neighbours satisfy $\sum_j\mathbf R_j(\mathbf R_j\cdot\mathbf E)=3a^2\mathbf E$. Direct hops give

$$\mathbf v_\parallel=\sum_j\mathbf R_j\,w_2\frac{q\mathbf E\cdot\mathbf R_j}{2kT}
=\frac{3qa^2w_2}{2kT}\mathbf E,\qquad \mu_d=\frac{3qa^2w_2}{2kT}.$$

Let $W$ be $w_3$ for a left triangle. Subtracting the right triangle, whose third site is $k'$, leaves the odd rate $Wq\mathbf E\cdot(\mathbf R_k-\mathbf R_{k'})/3kT$. Geometry gives $\mathbf R_k-\mathbf R_{k'}=\sqrt3\,\hat z\times\mathbf R_j$, and $\mathbf E\cdot(\hat z\times\mathbf R_j)=\mathbf R_j\cdot(\mathbf E\times\hat z)$. Summing displacements,

$$\mathbf v_\perp=\frac{\sqrt3\,Wq}{3kT}\,3a^2\,\mathbf E\times\hat z
=\frac{\sqrt3\,qa^2W}{kT}\,\mathbf E\times\hat z,\qquad
\mu_HB=\frac{2W}{\sqrt3\,w_2}.$$

For small flux, $W/w_2=-2\pi J\Phi C_0/P_0$ with $\Phi=\sqrt3\,qBa^2/4\hbar$. Also $C_0/P_0=e^{-E_b/6kT}/\sqrt{6\pi E_bkT}$. Therefore

$$\boxed{\mu_H=-\frac{qa^2}{\hbar}\,J\sqrt{\frac{\pi}{6E_bkT}}\;e^{-E_b/6kT}}$$

The drift mobility contains $J^2$, whereas the Hall mobility contains $J$, or more generally the sign of the loop product. For $J<0$ the Hall sign is that of an ordinary carrier; for $J>0$ it is reversed.

The coherent band on the same lattice offers a second case. Near $\mathbf k=0$ its energy is $6J-\tfrac32Ja^2k^2$, so $1/m=-3Ja^2/\hbar^2$. For a carrier near this point, negative $J$ gives positive mass and ordinary deflection; positive $J$ makes the point a band top, where the mass is negative and the deflection is reversed. A cold carrier with positive $J$ would instead settle at the band bottom, elsewhere in $\mathbf k$, where the mass is positive and the deflection ordinary.

## Why changing the charge does not help

Write the electronic transfer energy as $\sum_{a\ne b}H_{ab}c_a^\dagger c_b$. Exchanging the two operators gives $-\sum_{a\ne b}H_{ab}c_bc_a^\dagger$. Since $c_b$ creates a hole at $b$, the hole moves from $a$ to $b$ with amplitude $-H_{ab}$. At $B=0$ this means $J^h=-J^e$.

Around three sites the product acquires $(-1)^3=-1$, while the charge changes from $-e$ to $+e$. The two reversals cancel:

$$\operatorname{sgn}\mu_H=\operatorname{sgn}\!\left(J^e_{12}J^e_{23}J^e_{31}\right)$$

for electrons and holes alike. At this order the Hall sign reports the orbitals and not the charge. The comparison holds the electronic transfer integrals fixed and gives all sites the same static energy. In a real solid, electrons and holes generally occupy different orbitals, so their Hall signs may still differ, but for an orbital reason.

Orientation alone can change the product. Place one p orbital on each corner of an equilateral triangle, and take $J$ opposite in sign to the overlap, which is a model rule. If $S_\sigma$ and $S_\pi$ are the overlaps of parallel orbitals along and across a bond, projection onto the bond gives

$$S_{\rm radial}=-\tfrac34S_\sigma+\tfrac14S_\pi,\qquad
S_{\rm tangential}=\tfrac14S_\sigma-\tfrac34S_\pi .$$

When the orbitals are compact enough for the facing lobes to dominate the overlap along the bond, $S_\sigma<0<S_\pi$. The two arrangements then have opposite signs. For Gaussian orbitals proportional to $e^{-4r^2/a^2}$ times a coordinate, the overlaps are $+0.338$ and $-0.203$. The loop products of $J$ are respectively negative and positive.

An amorphous network may contain both kinds of loop. If $|J|$ is uniform on the triangular lattice, the direct rates are the same everywhere. The zero-field odd rates into and out of each site balance within every triangle, so the populations stay uniform. A population change of order $EB$ adds no drift at that order, because the zero-field direct hops from each site have no net displacement. Thus $\mu_H$ is the uniform result for $J>0$ times the mean loop sign. Master equations for two random 36-site periodic samples, with mean signs $+0.444$ and $-0.222$, gave relative Hall mobilities of $+0.444$ and $-0.222$. The Hall signal can therefore vanish or reverse while the leading-order drift mobility is unchanged.

## A number

Take $a=0.40$ nm, $E_b=0.40$ eV, $|J|=5$ meV, $T=300$ K and $B=1$ T. Then $kT=25.85$ meV, $P_0=8.565\times10^{-4}$ eV$^{-1}$ and $C_0=1.472\times10^{-4}$ eV$^{-2}$. The direct rate is

$$w_2=\frac{2\pi(0.005\ \mathrm{eV})^2P_0}{\hbar}=2.04\times10^8\ \mathrm{s^{-1}}.$$

The loop phase is $1.053\times10^{-4}$ rad, which gives $|w_3|=116$ s$^{-1}$. Hence

$$|\mu_H|B=\frac{2}{\sqrt3}\,\frac{116.2}{2.044\times10^8}=6.56\times10^{-7},$$

or $|\mu_H|=6.6\times10^{-3}$ cm$^2$/Vs at 1 T. The signed results are:

| Electronic $J$ | $\mu_H$, electron (cm$^2$/Vs) | $\mu_H$, hole (cm$^2$/Vs) |
|---:|---:|---:|
| $-5$ meV | $-0.0066$ | $-0.0066$ |
| $+5$ meV | $+0.0066$ | $+0.0066$ |

Each row has one Hall sign and two possible carrier signs.

The drift mobility magnitude is $1.9\times10^{-5}$ cm$^2$/Vs, about 346 times smaller. The usual density estimate is $1/(e|R_H|)=n|\mu_d/\mu_H|$, which here returns $0.0029\,n$. The exponential barriers differ too: $E_b/2=0.20$ eV for the direct rate, but $E_b/6=0.067$ eV for the Hall mobility.

## What real materials change

The parameters are round values in the rough regime of small-polaron models for chalcogenide glasses. Many such glasses show a positive thermopower with a negative Hall coefficient. Holes on loops with a negative electronic product would give that Hall sign, but the agreement does not establish the mechanism. Hall mobilities near 0.1 cm$^2$/Vs are a rough guide for these glasses, so the example is low by about a factor of 15. Closing the gap through $J$ alone would require about 75 meV. The nonadiabatic estimate of the hop probability per phonon period at the barrier, now 0.097 for 20 meV phonons, scales as $J^2$ and would then exceed one, so the formula would no longer apply.

Equal static site energies are an assumption that real glasses certainly break. Offsetting two sites of a triangle by $+30$ or $-30$ meV multiplies the ratio $C/P$ by 0.82 or 1.21 for hops between the first site and either of them, but by 1.45 or 0.67 for hops between the two. The Hall mobility must then be found from the whole network. The coincidence density remains positive, so offsets do not reverse the sign of a triangle's odd rates. They do change its weight in the average, and in a strongly disordered three-dimensional network, where local fields can point far from the applied one, some weights can become negative. For 20 meV phonons, quantum corrections to the exponential factors raise $\mu_H$ by about 2% and the drift mobility by about 10%, so their ratio falls from 346 to about 320. The even three-site correction lowers the direct rate by 6.4% when the carrier's own $J$ is positive (an electron with $J^e>0$, or a hole with $J^e<0$) and raises it by the same amount when that $J$ is negative.

Four-site loops are a more serious limitation for the sign. Replacing an electron by a hole leaves a product of four transfer terms unchanged but still reverses the charge, so the part of the hopping that is odd in $B$ changes sign. A network with few effective triangles therefore needs its own calculation. Where three-site loops do dominate, a Hall sign can identify the carrier only if the loops used by electrons and those used by holes are known independently to have electronic products of opposite sign, averaged with each loop's weight in the Hall current. The two carriers may use different orbitals. They may also favour different sites within the same set of orbitals, because a static energy that attracts electrons repels holes.

The full numerical output follows.

## Calculated quantities

```
TESTS
Lorentz force, found/expected, J<0 and J>0: 0.988 0.988
odd rate, dynamics/formula, 8 sign patterns: 0.9996 to 0.9996
even three-site shift, dynamics/formula: 0.9999
odd rate, hole/electron, same electron J and B: 1.0000
Hall mobility relative to uniform lattice with J>0:
  flip probability 0.00: mean loop sign +1.0000, Hall +1.0000
  flip probability 0.15: mean loop sign +0.4444, Hall +0.4444
  flip probability 0.85: mean loop sign -0.2222, Hall -0.2222
  flip probability 1.00: mean loop sign -1.0000, Hall -1.0000
p orbitals radial: overlap +0.3383, sign of J product -1
p orbitals tangential: overlap -0.2030, sign of J product +1
EXAMPLE INPUTS
a = 0.40 nm, Eb = 0.40 eV, |J| = 5.0 meV
phonon = 20 meV, T = 300 K, kT = 25.85 meV, B = 1.0 T
EXAMPLE RESULTS
pair coincidence density P0 = 8.565e-04 1/eV
triple coincidence density C0 = 1.472e-04 1/eV^2
direct hop rate w2 = 2.044e+08 1/s
loop phase at B = 1.053e-04 rad
odd rate |w3| at B = 1.162e+02 1/s
drift mobility magnitude = 1.898e-05 cm2/Vs
Hall mobility magnitude = 6.561e-03 cm2/Vs
Hall/drift mobility = 345.8
Hall density / true density = 0.0029
Hall angle at B = 6.561e-07 rad
direct-rate barrier Eb/2 = 0.200 eV, Hall barrier Eb/6 = 0.0667 eV
electron J = -5.0 meV: mu_H electron -6.561e-03, hole -6.561e-03 cm2/Vs
electron J = +5.0 meV: mu_H electron +6.561e-03, hole +6.561e-03 cm2/Vs
NEGLECTED EFFECTS
thermal site-energy spread = 143.8 meV
quantum phonons, exponential factor of w2: x 1.100
quantum phonons, exponential factor of mu_H: x 1.018
hop probability per phonon period at the barrier = 0.097
even three-site shift of w2, two triangles, J>0: -6.4 %
both other sites offset +30 meV: C/P changes x 0.821
both other sites offset -30 meV: C/P changes x 1.209
qEa/(2kT) at 0.01 MV/cm = 0.0077
site occupation at 1e+18 cm^-3, one site per a^3 = 6.4e-05
```
